# Starting values for Dirac and Koelling-Harmon radial equations in a finite nucleus

## Problem

An electron moves in a spherical potential $V(r)$. In Hartree atomic units, with the energy $\varepsilon$ counted without the rest energy, define

$$
w(r)=V(r)-\varepsilon,\qquad M(r)=1-\frac{w(r)}{2c^2}.
$$

Let $P=rg$ be $r$ times the large radial component and $Q$ the corresponding small one. With the sign convention used here, the radial Dirac equations are

$$
P'=-\frac{\kappa}{r}P+2McQ,\qquad Q'=\frac{\kappa}{r}Q+\frac{w}{c}P, \tag{1}
$$

where $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l>0$ for $j=l-\tfrac12$. The Koelling-Harmon equation is obtained by eliminating $Q$ and dropping the single term that then distinguishes the two values of $j$.

A program that integrates these equations outward needs $P$ and $Q$ at its first mesh point. For a point nucleus the leading powers of $r$ are in general not integers. Let the nucleus instead be a uniformly charged sphere of radius $R$.

1. With which powers of $r$ do $P$ and $Q$ start, and what role does a finite $M(0)$ play?
2. What are the first two terms of $P$ and $Q$ in both schemes?
3. What are the starting values at $r=0.1R$ for s and p states, if $Z=80$, $R=7$ fm and $\varepsilon=-1000$ hartree?
4. Out to what distance may the result be used?

The numbers in part 3 are round model parameters for a bare nucleus, and $\varepsilon$ is a trial energy, not an eigenvalue.

## First estimate by scaling

Multiply (1) by $r$. The operator $r\,d/dr$ turns $r^s$ into $s\,r^s$, so it reads off exponents. The equations then contain the constants $\mp\kappa$ and two couplings,

$$
2Mcr=2cr-\frac{wr}{c}\qquad\text{and}\qquad \frac{wr}{c}.
$$

For a point nucleus $w\approx-Z/r$ near the origin. The couplings tend to $Z/c$ and $-Z/c$. They do not die out however small $r$ is, and they shift the exponents.

Inside a nucleus of radius $R$ the potential is of order $-Z/R$. If $R\ll Z/(2c^2)$, the term $2cr$ is minor at $r\sim R$, and the couplings are of order

$$
\pm\frac{Z}{c}\,\frac rR .
$$

They vanish at the origin, and the constants $\mp\kappa$ are left to set the exponents. For $\kappa<0$ the growing component is $P\sim r^{-\kappa}=r^{l+1}$. It drives $Q$ through a coupling proportional to $r$, so $Q\sim r^{l+2}$. For $\kappa>0$ the growing component is $Q\sim r^{\kappa}=r^l$, and it drives $P\sim r^{l+1}$.

The same argument gives sizes. The ratio $Q/P$ should be of order $-(Z/c)(r/R)$ for $\kappa<0$ and of order $(c/Z)(R/r)$ for $\kappa>0$. The first relative correction to $P$ involves both couplings, so it should be of order $-(Z/c)^2(r/R)^2$. Here $Z/c=0.584$. At $r=0.1R$ the estimates are

- $Q/P\sim-0.058$ for $\kappa<0$,
- $Q/P\sim17$ for $\kappa>0$,
- a coefficient of about $-0.34$ in front of $(r/R)^2$ in $P$.

Numerical factors are beyond this argument.

## Exact solution

### The second-order equations

Since $P'=g+rg'$, the first equation of (1) gives

$$
Q=\frac{1}{2Mc}\left(P'+\frac{\kappa}{r}P\right)=\frac{rg'+(1+\kappa)g}{2Mc}.
$$

Differentiation acts on the numerator and on $1/M$:

$$
Q'=\frac{rg''+(2+\kappa)g'}{2Mc}-\frac{M'}{M}\,\frac{rg'+(1+\kappa)g}{2Mc}.
$$

Insert this into $Q'-\kappa Q/r-wrg/c=0$ and multiply by $2Mc/r$. The terms in $g'/r$ add up to $(2+\kappa)-\kappa=2$, which leaves

$$
g''+\frac2r g'-\frac{l(l+1)}{r^2}g-\frac{M'}{M}\left[g'+\frac{1+\kappa}{r}g\right]-2Mwg=0. \tag{2}
$$

Here $\kappa(\kappa+1)=l(l+1)$ was used, which holds for both values of $\kappa$. The term with $1+\kappa$ is the spin-orbit term. Koelling and Harmon's equation is (2) without it.

For a first-order form of that equation, define $Q=(P'-P/r)/(2Mc)=rg'/(2Mc)$. Then

$$
Q'=\frac{1}{2Mc}\left[rg''+g'-\frac{M'}{M}rg'\right].
$$

Equation (2) without the spin-orbit term supplies $rg''=-2g'+l(l+1)g/r+(M'/M)rg'+2Mwrg$. The terms with $M'$ cancel, and the system is

$$
P'=\frac Pr+2McQ,\qquad Q'=-\frac Qr+\left[\frac{l(l+1)}{2Mcr^2}+\frac wc\right]P. \tag{3}
$$

No derivative of $V$ is needed. For $l=0$ this is the Dirac system with $\kappa=-1$, because $1+\kappa=0$ there and nothing has been dropped.

### The exponents

Put $g\sim r^t$ into (2) and multiply by $r^{2-t}$. As $r\to0$, two limits matter:

$$
\mu=\lim_{r\to0}\frac{rM'}{M},\qquad \nu=\lim_{r\to0}2Mwr^2 .
$$

The condition on $t$ is

$$
t(t+1)-l(l+1)-\mu(t+\sigma)-\nu=0, \tag{4}
$$

with $\sigma=1+\kappa$ for Dirac and $\sigma=0$ for Koelling-Harmon. The exponent of $P$ is $t+1$.

**Point nucleus.** Here $M\approx Z/(2c^2r)$, so $\mu=-1$ and $\nu=-Z^2/c^2$. Completing the square in (4) gives

$$
(t+1)^2=\kappa^2-\frac{Z^2}{c^2}\ \text{(Dirac)},\qquad
(t+1)^2=l(l+1)+1-\frac{Z^2}{c^2}\ \text{(Koelling-Harmon)}.
$$

For $Z=80$ the exponent of $P$ is 0.812 for s1/2 and p1/2, 1.913 for p3/2, and 1.631 for the Koelling-Harmon p state. The last one tends to $\sqrt3$, not to 2, when $Z/c\to0$: the divergence of $M$ alone spoils the integer.

**Finite nucleus.** Now $M(0)$ is finite and positive, and $V$ is smooth. Then $rM'/M\to0$ and $Mwr^2\to0$, so $\mu=\nu=0$ and

$$
t(t+1)=l(l+1),\qquad t=l\ \text{ or }\ t=-l-1 .
$$

The second root is rejected. For $l\ge1$ it gives $P\sim r^{-l}$, which is not square integrable at the origin. For $l=0$ it gives $g\sim1/r$ and a harmless constant $P$, but $Q=rg'/(2Mc)\sim-1/(2M_0cr)$, with $M_0=M(0)$, and $\int Q^2dr$ diverges. Hence $P\sim r^{l+1}$ in both schemes.

**Is a finite $M$ necessary?** Take $V\sim-Br^{-a}$ with $B>0$ and $0<a<1$. Then $M$ diverges, with $\mu=-a$, while $Mwr^2\sim r^{2-2a}$ still vanishes. For Dirac, (4) factorizes:

$$
(t+\kappa+1)(t-\kappa+a)=0 .
$$

For $\kappa<0$ the regular root is $t=-\kappa-1=l$, so $P$ keeps its integer power although $M$ is infinite. For $\kappa>0$ it is $t=l-a$, and $P\sim r^{l+1-a}$. For Koelling-Harmon, (4) becomes $t(t+1+a)=l(l+1)$. The left side exceeds the right at $t=l$ and falls short of it at $t=l-a$ if $l\ge1$, so the root lies strictly between $l-a$ and $l$ and is not an integer. With $a=\tfrac12$ and $l=1$,

$$
t=\tfrac12\left(-\tfrac32+\sqrt{\tfrac94+8}\right)=0.851,
$$

and $P\sim r^{1.851}$. A finite, nonzero $M(0)$ with smooth $V$ is therefore sufficient for integer leading powers. It is not necessary for every component.

### The potential and the form of the series

Inside the sphere the charge enclosed by radius $r$ is $Zr^3/R^3$, so $V'=Zr/R^3$. Integrating inward from $V(R)=-Z/R$ gives

$$
V=v_0+v_2r^2,\qquad v_0=-\frac{3Z}{2R},\qquad v_2=\frac{Z}{2R^3}.
$$

Accordingly

$$
w=w_0+v_2r^2,\quad w_0=v_0-\varepsilon,\qquad M=M_0+m_2r^2,\quad m_2=-\frac{v_2}{2c^2}.
$$

Since $V$ contains even powers alone, each component is its leading power times a series in $r^2$. A term $r^{l+2k}$ in $g$ is multiplied by $(l+2k)(l+2k+1)-l(l+1)=2k(2k+2l+1)$ in the first three terms of (2). This is never zero for $k\ge1$, so every coefficient can be solved for in turn. Write $P=Ar^{l+1}(1+\alpha r^2+\dots)$ with an arbitrary amplitude $A$.

### Dirac, $\kappa=-(l+1)$

Let $Q=Ar^{l+2}(q_0+q_1r^2+\dots)$. In the first equation of (1), $P'-(l+1)P/r$ removes the leading term of $P$ and leaves $2\alpha Ar^{l+2}$. The right side is $2cM_0q_0Ar^{l+2}$, so $\alpha=cM_0q_0$. The second equation reads

$$
(2l+3)q_0+(2l+5)q_1r^2=\frac1c(w_0+v_2r^2)(1+\alpha r^2)
$$

up to order $r^2$. Comparing powers,

$$
q_0=\frac{w_0}{c(2l+3)},\qquad q_1=\frac{w_0\alpha+v_2}{c(2l+5)},\qquad \alpha=\frac{M_0w_0}{2l+3}. \tag{5}
$$

### Dirac, $\kappa=l>0$

Let $Q=Ar^l(q_0+q_1r^2+\dots)$. Now $Q'-lQ/r$ removes the leading term of $Q$, and the second equation gives $2q_1=w_0/c$. The first equation gives

$$
(2l+1)+(2l+3)\alpha r^2=2c(M_0+m_2r^2)(q_0+q_1r^2)
$$

to the same order. Hence

$$
q_0=\frac{2l+1}{2M_0c},\qquad q_1=\frac{w_0}{2c},\qquad
\alpha=\frac{M_0w_0+(2l+1)m_2/M_0}{2l+3}. \tag{6}
$$

### Koelling-Harmon

For $l=0$, (5) applies unchanged. For $l\ge1$ insert $g=Ar^l(1+\alpha r^2)$ into (2) without the spin-orbit term and collect the power $r^l$. The first three terms give $2(2l+3)\alpha$. The mass term gives $-(2m_2/M_0)l$, because $M'/M\approx2m_2r/M_0$ and $g'\approx Alr^{l-1}$. The potential term gives $-2M_0w_0$. Therefore

$$
\alpha=\frac{M_0w_0+l\,m_2/M_0}{2l+3}. \tag{7}
$$

From $Q=rg'/(2Mc)$ and $1/M\approx(1-m_2r^2/M_0)/M_0$,

$$
Q=\frac{Ar^l}{2M_0c}\left\{l+\left[(l+2)\alpha-\frac{l\,m_2}{M_0}\right]r^2+\dots\right\}. \tag{8}
$$

For $l=0$ the constant in the braces vanishes and (8) would hold one term alone. That is why the second term must then be taken from (5).

Equations (5) to (7) are linked. At the same $\varepsilon$, weight the two Dirac coefficients by the number of states, $2j+1$, which is proportional to $l+1$ and $l$:

$$
\frac{(l+1)M_0w_0+l\left[M_0w_0+(2l+1)m_2/M_0\right]}{2l+1}=M_0w_0+\frac{l\,m_2}{M_0}.
$$

This is the numerator of (7). The spin-orbit factors $1+\kappa$ are $-l$ and $l+1$, and with these weights they cancel. The cancellation is shown here for the coefficient $\alpha$, not for the whole function.

When $c\to\infty$, $M_0\to1$ and $m_2\to0$, and all three coefficients become $w_0/(2l+3)$, the Schrödinger value.

### Numbers

The radius is $R=7$ fm $=1.3228\times10^{-4}$ bohr, which gives $v_0=-9.0716\times10^5$ hartree. Subtracting $\varepsilon=-1000$ hartree changes this by about 0.1 percent, to $w_0=-9.0616\times10^5$ hartree. With $c=137.036$,

$$
M_0=1+\frac{9.0616\times10^5}{2(137.036)^2}=25.13 .
$$

At the surface $M$ is still 17.08. So $M$ is finite at the origin but far from 1. The combinations needed are

$$
M_0w_0R^2=-0.3984,\quad \frac{m_2R^2}{M_0}=\frac{-8.051}{25.13}=-0.3204,\quad \frac{w_0R}{c}=-0.8747,\quad 2M_0cR=0.9110 .
$$

The coefficients follow:

- s1/2 and Koelling-Harmon s: $\alpha R^2=-0.3984/3=-0.1328$
- p3/2: $\alpha R^2=-0.3984/5=-0.0797$
- p1/2: $\alpha R^2=(-0.3984-3\times0.3204)/5=-0.2719$
- Koelling-Harmon p: $\alpha R^2=(-0.3984-0.3204)/5=-0.1438$

The weighted Dirac p average is $[2(-0.0797)+(-0.2719)]/3=-0.1438$, as it should be.

Choose $A=R^{-l-1}$, so that $P=(r/R)^{l+1}(1+\alpha r^2)$. For s1/2 at $r=0.1R$,

$$
P=0.1\,(1-0.001328)=0.09987 .
$$

For $Q$, (5) needs $v_2R^3/c=Z/(2c)=0.2919$:

$$
Q=0.01\left[\frac{-0.8747}{3}+\frac{0.8747\times0.1328+0.2919}{5}\,0.01\right]=-0.002908 .
$$

For p1/2, (6) gives

$$
Q=0.1\left[\frac{3}{0.9110}-\frac{0.8747}{2}\,0.01\right]=0.3289 .
$$

The other states are treated in the same way:

| State | $P(0.1R)$ | $Q(0.1R)$ |
|---|---|---|
| s1/2, KH s | 0.09987 | −0.002908 |
| p1/2 | 0.009973 | 0.3289 |
| p3/2 | 0.009992 | −0.0001744 |
| KH p | 0.009986 | 0.1097 |

KH stands for Koelling-Harmon. These values were compared with an outward integration that starts much deeper from arbitrary data and lets the regular solution take over. Its free amplitude was fixed by matching $P$ at $0.001R$. Relative to that integration, the errors at $0.1R$ lie between $2.5\times10^{-6}$ and $9.1\times10^{-6}$. For s, p and d states the test also required the errors at $0.2R$ to be 15 to 17 times larger. This is the factor $2^4$ expected when the first omitted term is of relative order $r^4$.

### Range of validity

The series belongs to $r<R$, since outside the sphere the potential is $-Z/r$. Two terms are not enough all the way to the surface. Summing further terms of the series shows how the error grows. For the s and p states of the example, the relative errors of the two-term $P$ and $Q$ are below 0.1 percent at $0.3R$ and at most about 0.6 percent at $0.5R$, but 2 to 9 percent at $R$. For s1/2 two terms would give at the surface a local exponent

$$
\frac{rP'}{P}=\frac{1+3\alpha R^2}{1+\alpha R^2}=\frac{1-0.398}{1-0.133}=0.69,
$$

while the integration gives 0.85. At $0.01R$ it gives 0.99997, in agreement with $1+2\alpha r^2$.

The integer exponent does not contradict the point-nucleus result, however small $R$ is. The two hold in different regions: the integer for $r\ll R$, and the point-nucleus exponent for $R\ll r\ll Z/(2c^2)$, where the nucleus looks like a point and $M$ is still dominated by $Z/(2c^2r)$. This upper bound is the relevant one for $\kappa>0$. For $\kappa<0$ it is stricter than needed: there the local exponent leaves the point-nucleus value by roughly $-Zr/|\kappa|$, so the length that counts is of order $|\kappa|/Z$. With an artificial radius of $10^{-13}$ bohr, the s1/2 exponent is 1.00000 at $0.001R$ and 0.81191 at $10^4R$, the point-nucleus value. For the Koelling-Harmon p state it changes from 2.00000 to 1.63070.

For the 7 fm nucleus $Z/(2c^2)$ is only $16R$ and $1/Z$ only $94R$, so the second region has little room to develop. The local s1/2 exponent is 0.785 at $3R$ and 0.690 at $10R$. These values pass below 0.812 instead of settling there. The fall comes from the next term of the point-nucleus series. Putting $P=r^s(1+a_1r)$ and the matching $Q$ into (1) with $\kappa=-1$ and $\zeta=Z/c$ gives $a_1=[(2c+\varepsilon/c)(s-1)(s+2)/\zeta-\zeta\varepsilon/c]/(2s+1)=-90.5$ bohr$^{-1}$, so the local exponent $s+a_1r$ is already 0.692 at $10R$. A mesh whose first point lies outside the nucleus can use neither the interior series nor, for these parameters, the pure point-nucleus power as an accurate start.

If electrons screen the nucleus, $v_0$ and $v_2$ must be taken from the total potential. Should that potential contain a term in $r^3$, the leading powers remain integers and the two terms given here are unchanged, but an omitted term of relative order $r^3$ appears. For $\kappa<0$ it appears in $Q$, which is driven by $w$, and for $\kappa>0$ in $P$, which is driven through $M$. The other component feels the $r^3$ term only at relative order $r^5$, so its first omitted term stays of order $r^4$. In the Koelling-Harmon equation with $l\ge1$ both components acquire the $r^3$ term, through $M'/M$ in (2) and $1/M$ in $Q$.

## Comparison of estimate and solution

The scaling argument gave the correct leading powers for both signs of $\kappa$. Its sizes compare as follows at $r=0.1R$:

| Quantity | Estimate | Solution |
|---|---|---|
| $Q/P$, s1/2 | −0.058 | −0.029 |
| $Q/P$, p3/2 | −0.058 | −0.017 |
| $Q/P$, p1/2 | 17 | 33 |
| $\alpha R^2$, Dirac s and p | −0.34 | −0.08 to −0.27 |

The missing factors can be traced. The central potential is $\tfrac32$ times $-Z/R$, and (5) divides by $2l+3$. For $\kappa<0$ the estimate of $Q/P$ is therefore too large by $(2l+3)/1.5$, which is 2 for s1/2 and 3.3 for p3/2. For p1/2 the exact leading ratio is $3/(2M_0cr)$. The factor 3 comes from $2l+1$, and the deeper potential takes back about $\tfrac32$, which leaves roughly 2.

In $\alpha$ the same potential factor enters twice. If $M_0\gg1$ and $|\varepsilon|\ll|v_0|$, then $M_0\approx-w_0/(2c^2)$ and

$$
\alpha R^2\approx-\frac{1}{2l+3}\,\frac12\left(\frac{3Z}{2c}\right)^2=-\frac{9}{8(2l+3)}\frac{Z^2}{c^2}\qquad(\kappa<0).
$$

For s1/2 this is $-0.128$, against $-0.133$ from the full formula. The difference reflects the 1 in $M_0$ and the small effect of $\varepsilon$. In the opposite regime, $3Z/(4Rc^2)\ll1$ with $|\varepsilon|\ll|v_0|$ as before, $M_0$ is close to 1 and the estimate of $\alpha$ in powers of $Z/c$ no longer applies to either sign of $\kappa$. The estimate of $Q/P$ fails for $\kappa>0$ but survives for $\kappa<0$, because $q_0$ in (5) does not contain $M_0$. For $\kappa<0$ the Schrödinger coefficient takes over. For $\kappa>0$, and for Koelling-Harmon with $l\ge1$, a value of $M_0$ close to 1 is not enough for that. The term with $m_2$ in (6) and (7) is then, relative to the Schrödinger term, about $(2l+1)/(6c^2R^2)$ and $l/(6c^2R^2)$, so the Schrödinger coefficient also requires $R\gg1/c$. Real nuclei lie outside this regime: $1/c$ is 386 fm, and a uniform sphere of proton size already has $M_0\approx3$.

The ratio $Q/P$ also shows what is at stake in the choice of start. For a point nucleus the first equation of (1) with $P\sim r^s$ and $\kappa=-1$ gives

$$
\frac QP=\frac{s-1}{Z/c}=\frac{0.812-1}{0.584}=-0.322 .
$$

Inside the finite nucleus at $0.1R$ the correct ratio is $-0.029$, smaller in magnitude by a factor of 11. Starting there with the point-nucleus ratio would select a different solution of (1), one that contains an irregular part. That part decays outward: inside the sphere its $Q$ falls as $1/r$ while the regular $Q$ grows as $r^2$, so the error in $Q/P$ has shrunk to about 1.5 percent at $R$ and keeps shrinking beyond. The numerical output below lists the exponents, coefficients and starting values to more digits.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 80, Z/c = 0.583788
nuclear radius R = 7.0 fm = 1.322808e-04 bohr
trial energy = -1000.0 hartree
v0 = -9.071609e+05 hartree
v2 = 1.728102e+13 hartree/bohr^2
w0 = -9.061609e+05 hartree
M at r = 0: 25.12715, M at r = R: 17.07589
m2 R^2 = -8.05126
length Z/(2c^2) = 2.1301e-03 bohr = 16.10 R
Exponents of P, Q at 0.001 R; of P for point nucleus; for r^(-1/2)
  KH s: 1.00000, 2.00000; 0.81191; 1.00000
  KH p: 2.00000, 1.00000; 1.63070; 1.85078
  Dirac s1/2: 1.00000, 2.00000; 0.81191; 1.00000
  Dirac p1/2: 2.00000, 1.00000; 0.81191; 1.50000
  Dirac p3/2: 2.00000, 3.00000; 1.91290; 2.00000
alpha R^2 (dimensionless): formula, from integration
  KH s: -0.132807, -0.132807
  KH p: -0.143768, -0.143768
  Dirac s1/2: -0.132807, -0.132807
  Dirac p1/2: -0.271937, -0.271937
  Dirac p3/2: -0.079684, -0.079684
weighted Dirac p average of alpha R^2 = -0.143768
Starting values at r = 0.1 R = 1.322808e-05 bohr, A = R^(-l-1)
  KH s: P = 0.09986719, Q = -0.00290756, rel. errors 4.0e-06, 3.6e-06
  KH p: P = 0.00998562, Q = 0.10965120, rel. errors 2.5e-06, 9.1e-06
  Dirac s1/2: P = 0.09986719, Q = -0.00290756, rel. errors 4.0e-06, 3.6e-06
  Dirac p1/2: P = 0.00997281, Q = 0.32888140, rel. errors 3.6e-06, 4.0e-06
  Dirac p3/2: P = 0.00999203, Q = -0.00017443, rel. errors 2.5e-06, 2.8e-06
s1/2 Q/P at 0.1 R, finite nucleus = -0.02911
s1/2 Q/P at r -> 0, point nucleus = -0.32220
Local exponent of P, s1/2, model nucleus
  at 0.01 R: 0.99997
  at R: 0.84982
  at 3 R: 0.78517
  at 10 R: 0.69008
Tiny nucleus, R = 1e-13 bohr: exponent of P at 0.001 R, at 10000 R
  Dirac s1/2: 1.00000, 0.81191
  KH p: 2.00000, 1.63070
```
